# Surface plasmon splitting in a thin lossless Drude film: verification in Python

```python
"""
Result under test: a lossless Drude film (thickness d, vacuum outside) has
two nonretarded surface plasmons at in-plane wavenumber q,
    w^2 = (wp^2/2) * (1 - exp(-q d))   even potential, lower mode
    w^2 = (wp^2/2) * (1 + exp(-q d))   odd potential, upper mode
wp: plasma frequency; film permittivity: 1 - wp^2/w^2.
Energies (hbar*w) are in eV and lengths in angstrom unless stated.
The program also sizes retardation, loss, resist, bound electrons and
nonlocal response for the numbers of the worked example.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq

HBAR_C = const.hbar * const.c / const.e * 1e10          # eV angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10


def split_formula(qd):
    """Squared mode frequencies divided by wp^2, lower then upper."""
    return 0.5 * np.array([1 - np.exp(-qd), 1 + np.exp(-qd)])


def field_energy_modes(qd, left=1.0, right=1.0, background=1.0):
    """Finite-element modes of div(eps grad phi) = 0, length unit 1/q.

    Film permittivity is background - wp^2/w^2, so the weak form is
    K_film phi = (w^2/wp^2) K_all phi. Returns the surface eigenvalues
    and the product of the potentials on the two faces (parity sign).
    """
    n_out, n_film, reach = 300, 80, 10.0
    size = np.r_[np.full(n_out, reach / n_out),
                 np.full(n_film, qd / n_film),
                 np.full(n_out, reach / n_out)]
    permittivity = np.r_[np.full(n_out, left),
                         np.full(n_film, background),
                         np.full(n_out, right)]
    electrons = np.r_[np.zeros(n_out), np.ones(n_film), np.zeros(n_out)]

    def assemble(weight):
        main = weight * (1 / size + size / 3)
        side = (weight * (-1 / size + size / 6))[1:-1]
        return (np.diag(main[:-1] + main[1:])
                + np.diag(side, 1) + np.diag(side, -1))

    values, vectors = eigh(assemble(electrons), assemble(permittivity))
    # eigenvalue 0: no field in film; 1/background: bulk plasmons
    surface = (values > 1e-8) & (np.abs(values - 1 / background) > 1e-8)
    parity = vectors[n_out - 1] * vectors[n_out + n_film - 1]
    return values[surface], parity[surface]


# --- Mode law, number of modes and parity from the field energy ---
dispersion_rows = []
for qd_test in (0.5, 1.0, 2.0, 3.0):
    numeric, parity = field_energy_modes(qd_test)
    assert len(numeric) == 2
    assert parity[0] > 0 > parity[1]
    # linear elements of size h carry a relative error of order h^2/24
    assert np.allclose(numeric, split_formula(qd_test), rtol=2e-4)
    dispersion_rows.append((qd_test, numeric, split_formula(qd_test)))

thin_qd = 0.02
thin_numeric, _ = field_energy_modes(thin_qd)
assert abs(thin_numeric[0] / (thin_qd / 2) - 1) < thin_qd
assert abs(thin_numeric[1] - 1) < thin_qd

# --- Worked example: rough inputs in the regime of i-line lithography ---
plasma_energy = 5.0
thickness = 150.0
pitch = 600.0
source_wavelength = 3650.0
loss_rate = 0.2            # hbar*gamma, eV
resist_eps = 2.5
bound_eps = 4.0

q = 2 * np.pi / pitch
qd = q * thickness
single_surface = plasma_energy / np.sqrt(2)
modes = plasma_energy * np.sqrt(split_formula(qd))
splitting = modes[1] - modes[0]
numeric, _ = field_energy_modes(qd)
modes_numeric = plasma_energy * np.sqrt(numeric)
assert np.allclose(modes, modes_numeric, rtol=2e-4)

# --- Coulomb field of a cosine charge sheet, then coupled face charges ---
offset = 0.7
line_field = quad(lambda y: qd / (offset**2 + qd**2 + y**2)**1.5,
                  -np.inf, np.inf)[0]
assert abs(line_field - 2 * qd / (offset**2 + qd**2)) < 1e-7
sheet_field = 2 * quad(lambda u: 2 * qd / (u**2 + qd**2), 0, np.inf,
                       weight="cos", wvar=1.0)[0]
assert abs(sheet_field - 2 * np.pi * np.exp(-qd)) < 1e-6
coupling = plasma_energy**2 / (4 * np.pi) * np.array(
    [[2 * np.pi, -sheet_field], [-sheet_field, 2 * np.pi]])
squares, charges = np.linalg.eigh(coupling)
assert np.allclose(np.sqrt(squares), modes, rtol=1e-6)
assert charges[0, 0] * charges[1, 0] > 0      # equal charges: lower mode
assert charges[0, 1] * charges[1, 1] < 0      # opposite charges: upper mode

# --- Loss: damped motion of the two face charges ---
motion = np.block([[np.zeros((2, 2)), np.eye(2)],
                   [-coupling, -loss_rate * np.eye(2)]])
rates = np.linalg.eigvals(motion)
damped = np.sort(rates.imag[rates.imag > 0])
assert np.allclose(rates.real, -loss_rate / 2, atol=1e-8)
assert np.allclose(damped, np.sqrt(modes**2 - loss_rate**2 / 4), rtol=1e-6)


# --- Retardation ---
def retarded_mode(wavenumber, even, hbar_c=HBAR_C):
    """Mode energy from the full Maxwell matching condition."""
    def mismatch(energy):
        k = energy / hbar_c
        eps = 1 - (plasma_energy / energy)**2
        outside = np.sqrt(wavenumber**2 - k**2)
        inside = np.sqrt(wavenumber**2 - eps * k**2)
        tanh = np.tanh(inside * thickness / 2)
        return eps + inside / outside * (1 / tanh if even else tanh)
    top = min(plasma_energy, wavenumber * hbar_c) * (1 - 1e-9)
    return brentq(mismatch, 0.05, top, xtol=1e-12)


def maxwell_residual(energy, wavenumber):
    """Integrate the magnetic field through the film; zero at a mode."""
    k = energy / HBAR_C / wavenumber
    eps = 1 - (plasma_energy / energy)**2
    outside = np.sqrt(1 - k**2)
    path = solve_ivp(lambda z, y: [eps * y[1], (1 / eps - k**2) * y[0]],
                     (0, wavenumber * thickness), [1.0, outside],
                     rtol=1e-10, atol=1e-12)
    field, slope = path.y[:, -1]
    return slope + outside * field


retarded = np.array([retarded_mode(q, True), retarded_mode(q, False)])
for energy in retarded:
    assert abs(maxwell_residual(energy, q)) < 1e-6
    assert abs(maxwell_residual(energy * 1.01, q)) > 1e-3
slow_limit = [retarded_mode(q, even, 1000 * HBAR_C)
              for even in (True, False)]
assert np.allclose(slow_limit, modes, rtol=1e-5)

# --- Pitch that brings the lower mode to the source energy ---
source_energy = 2 * np.pi * HBAR_C / source_wavelength
assert source_energy < single_surface
q_match = -np.log(1 - 2 * (source_energy / plasma_energy)**2) / thickness
pitch_match = 2 * np.pi / q_match
match_numeric, _ = field_energy_modes(q_match * thickness)
assert abs(plasma_energy * np.sqrt(match_numeric[0])
           / source_energy - 1) < 2e-4
q_match_retarded = brentq(
    lambda wavenumber: retarded_mode(wavenumber, True) - source_energy,
    0.005, 0.1)
pitch_match_retarded = 2 * np.pi / q_match_retarded
assert abs(maxwell_residual(source_energy, q_match_retarded)) < 1e-6

# --- Resist on one side ---
decay = np.exp(-2 * qd)
eps_roots = np.roots([1 - decay, (1 + resist_eps) * (1 + decay),
                      resist_eps * (1 - decay)]).real
resist_modes = np.sort(plasma_energy / np.sqrt(1 - eps_roots))
resist_numeric, _ = field_energy_modes(qd, right=resist_eps)
assert len(resist_numeric) == 2
assert np.allclose(resist_modes, plasma_energy * np.sqrt(resist_numeric),
                   rtol=2e-4)

# --- Bound electrons, single-surface energy held fixed ---
free_plasma = single_surface * np.sqrt(1 + bound_eps)
half_tanh = np.tanh(qd / 2)
bound_modes = free_plasma / np.sqrt(
    bound_eps + np.array([1 / half_tanh, half_tanh]))
bound_numeric, _ = field_energy_modes(qd, background=bound_eps)
assert len(bound_numeric) == 2
assert np.allclose(bound_modes, free_plasma * np.sqrt(bound_numeric),
                   rtol=2e-4)

# --- Nonlocal scale q*vF/w, free-electron density from free_plasma ---
density = (free_plasma / HARTREE)**2 / (4 * np.pi)       # per bohr^3
fermi_velocity = (3 * np.pi**2 * density)**(1 / 3)       # atomic units
nonlocal_scale = q * BOHR * fermi_velocity / (modes[0] / HARTREE)
assert nonlocal_scale < 0.1

print("Squared frequencies / wp^2: finite elements | formula")
for value, numerical, formula in dispersion_rows:
    print(f"qd={value:.1f}: {numerical[0]:.5f} {numerical[1]:.5f} | "
          f"{formula[0]:.5f} {formula[1]:.5f}")
print("INPUTS (rough model values)")
print(f"plasma energy: {plasma_energy:.2f} eV")
print(f"thickness: {thickness:.0f} angstrom = {thickness/10:.0f} nm")
print(f"grating pitch: {pitch:.0f} angstrom = {pitch/10:.0f} nm")
print(f"source wavelength: {source_wavelength:.0f} angstrom")
print("MODES")
print(f"q: {q:.6f} 1/angstrom")
print(f"qd: {qd:.4f} (no unit)")
print(f"exp(-qd): {np.exp(-qd):.4f} (no unit)")
print(f"single-surface energy: {single_surface:.4f} eV")
print(f"lower mode, formula: {modes[0]:.4f} eV")
print(f"upper mode, formula: {modes[1]:.4f} eV")
print(f"lower mode, finite elements: {modes_numeric[0]:.4f} eV")
print(f"upper mode, finite elements: {modes_numeric[1]:.4f} eV")
print(f"splitting: {splitting:.4f} eV")
print("PITCH FOR LOWER MODE AT SOURCE ENERGY")
print(f"source energy: {source_energy:.4f} eV")
print(f"matching qd: {q_match*thickness:.4f} (no unit)")
print(f"pitch, nonretarded: {pitch_match:.1f} angstrom"
      f" = {pitch_match/10:.2f} nm")
print(f"pitch, retarded: {pitch_match_retarded:.1f} angstrom"
      f" = {pitch_match_retarded/10:.2f} nm")
print("NEGLECTED EFFECTS AT THE GRATING PITCH")
print(f"w/(cq), lower mode: {modes[0]/(HBAR_C*q):.4f} (no unit)")
print(f"w/(cq), upper mode: {modes[1]/(HBAR_C*q):.4f} (no unit)")
print(f"retarded lower mode: {retarded[0]:.4f} eV")
print(f"retarded upper mode: {retarded[1]:.4f} eV")
print(f"assumed loss linewidth: {loss_rate:.2f} eV")
print(f"splitting / linewidth: {splitting/loss_rate:.2f} (no unit)")
print(f"damped lower mode: {damped[0]:.4f} eV")
print(f"damped upper mode: {damped[1]:.4f} eV")
print(f"assumed resist permittivity: {resist_eps:.1f} (no unit)")
print(f"one-sided resist, lower mode: {resist_modes[0]:.4f} eV")
print(f"one-sided resist, upper mode: {resist_modes[1]:.4f} eV")
print(f"assumed bound-electron permittivity: {bound_eps:.1f} (no unit)")
print(f"readjusted plasma energy: {free_plasma:.4f} eV")
print(f"bound electrons, lower mode: {bound_modes[0]:.4f} eV")
print(f"bound electrons, upper mode: {bound_modes[1]:.4f} eV")
print(f"bound electrons, splitting: {np.ptp(bound_modes):.4f} eV")
print(f"Fermi velocity: {fermi_velocity:.4f} atomic units")
print(f"nonlocal scale q*vF/w: {nonlocal_scale:.4f} (no unit)")
print("ALL CHECKS PASSED")
```

Output:

```
Squared frequencies / wp^2: finite elements | formula
qd=0.5: 0.19673 0.80326 | 0.19673 0.80327
qd=1.0: 0.31605 0.68393 | 0.31606 0.68394
qd=2.0: 0.43233 0.56766 | 0.43233 0.56767
qd=3.0: 0.47511 0.52489 | 0.47511 0.52489
INPUTS (rough model values)
plasma energy: 5.00 eV
thickness: 150 angstrom = 15 nm
grating pitch: 600 angstrom = 60 nm
source wavelength: 3650 angstrom
MODES
q: 0.010472 1/angstrom
qd: 1.5708 (no unit)
exp(-qd): 0.2079 (no unit)
single-surface energy: 3.5355 eV
lower mode, formula: 3.1467 eV
upper mode, formula: 3.8857 eV
lower mode, finite elements: 3.1466 eV
upper mode, finite elements: 3.8856 eV
splitting: 0.7390 eV
PITCH FOR LOWER MODE AT SOURCE ENERGY
source energy: 3.3968 eV
matching qd: 2.5649 (no unit)
pitch, nonretarded: 367.4 angstrom = 36.74 nm
pitch, retarded: 359.7 angstrom = 35.97 nm
NEGLECTED EFFECTS AT THE GRATING PITCH
w/(cq), lower mode: 0.1523 (no unit)
w/(cq), upper mode: 0.1880 (no unit)
retarded lower mode: 3.1303 eV
retarded upper mode: 3.8567 eV
assumed loss linewidth: 0.20 eV
splitting / linewidth: 3.70 (no unit)
damped lower mode: 3.1451 eV
damped upper mode: 3.8844 eV
assumed resist permittivity: 2.5 (no unit)
one-sided resist, lower mode: 2.5075 eV
one-sided resist, upper mode: 3.6860 eV
assumed bound-electron permittivity: 4.0 (no unit)
readjusted plasma energy: 7.9057 eV
bound electrons, lower mode: 3.3634 eV
bound electrons, upper mode: 3.6639 eV
bound electrons, splitting: 0.3005 eV
Fermi velocity: 0.5837 atomic units
nonlocal scale q*vF/w: 0.0280 (no unit)
ALL CHECKS PASSED
```
